# Thermal Correction to Fowler–Nordheim Leakage in a Hafnia Capacitor

## Problem

A metal electrode injects electrons into a 10 nm hafnia film through a triangular barrier. The barrier is $\phi=2$ eV above the metal's Fermi level, the tunnelling mass in the oxide is $m=0.2\,m_e$, and the field is 5 MV/cm. Image forces are neglected at first. Barrier, mass and field are held fixed as the temperature changes.

(a) Expand the tunnelling exponent to first order about the Fermi level. Derive the current density at zero temperature and the Murphy–Good ratio $J(T)/J(0)$.

(b) Evaluate both at 300 K, and the ratio also at 85 °C.

(c) Find the local activation energy, and explain what happens to the formula at high temperature.

(d) Estimate how the neglected effects change the answer, and decide whether the correction could explain a strongly temperature-dependent leakage.

Energies are in eV and lengths in nm. The symbol $F$ denotes the force on an electron, so 5 MV/cm is $F=0.50$ eV/nm. Current densities are given as magnitudes.

## Solution

### (a) The current and its thermal ratio

**The exponent.** Measure the total energy $\varepsilon$ from the metal's Fermi level, and let the oxide occupy $x>0$. Its conduction-band edge is at $\phi-Fx$. If the interface is smooth, the wavevector $\mathbf k$ parallel to it is conserved. In the oxide the parallel motion uses up the energy

$$E_t=\frac{\hbar^2k^2}{2m},$$

so the barrier seen by the motion along $x$ has the initial height

$$w=\phi-\varepsilon+E_t .$$

The WKB transmission is $D=e^{-G(w)}$, where $G$ is twice the integral of the decay constant up to the exit point $x=w/F$:

$$G(w)=\frac{2\sqrt{2m}}{\hbar}\int_0^{w/F}\sqrt{w-Fx}\,dx
=\frac{4\sqrt{2m}}{3\hbar F}\,w^{3/2}.$$

The integral follows from the substitution $u=w-Fx$, which gives $\frac1F\int_0^w\sqrt u\,du=\frac{2}{3F}w^{3/2}$.

Define the decay constant at the Fermi level, $\kappa=\sqrt{2m\phi}/\hbar$. Then

$$b\equiv G(\phi)=\frac{4\kappa\phi}{3F},\qquad
\left.\frac{dG}{dw}\right|_{\phi}=\frac{2\sqrt{2m\phi}}{\hbar F}=\frac{2\kappa}{F}\equiv\frac1d .$$

The energy $d$ is the rise in electron energy that multiplies the transmission by $e$. Since $w-\phi=E_t-\varepsilon$, the first-order expansion is

$$D\simeq e^{-b}\,e^{\varepsilon/d}\,e^{-E_t/d}. \tag{1}$$

**Counting the electrons.** With two spin states and the Fermi function $f(\varepsilon)=1/(1+e^{\varepsilon/k_BT})$,

$$J=2e\int\frac{d^2k}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x\,f\,D .$$

At fixed $\mathbf k$ the velocity is $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$, so $v_x\,dk_x=d\varepsilon/\hbar$. For the parallel motion,

$$\frac{d^2k}{(2\pi)^2}=\frac{k\,dk}{2\pi}=\frac{m\,dE_t}{2\pi\hbar^2}.$$

Therefore

$$J=\frac{em}{2\pi^2\hbar^3}\int d\varepsilon\,f(\varepsilon)\int_0^\infty dE_t\,D . \tag{2}$$

The limits can be extended to infinity because the integrand dies out within a few $d$, while the metal's occupied band is several eV deep. Return current is omitted: with 5 V across the film, the anode's states near the cathode's Fermi level are empty.

Inserting (1), the integral over $E_t$ gives $d$, and

$$J(T)=\frac{em\,d}{2\pi^2\hbar^3}\,e^{-b}\int_{-\infty}^{\infty}f(\varepsilon)\,e^{\varepsilon/d}\,d\varepsilon . \tag{3}$$

**Zero temperature.** Now $f=1$ below the Fermi level and $0$ above it, so the remaining integral is $\int_{-\infty}^0e^{\varepsilon/d}d\varepsilon=d$. With

$$d^2=\frac{F^2}{4\kappa^2}=\frac{\hbar^2F^2}{8m\phi},$$

the mass cancels from the prefactor:

$$J(0)=\frac{em\,d^2}{2\pi^2\hbar^3}e^{-b}
=\frac{eF^2}{16\pi^2\hbar\phi}\,e^{-b}. \tag{4}$$

This is the Fowler–Nordheim current for conserved parallel momentum. The electrode's mass does not enter it in this approximation.

**Finite temperature.** Put $z=\varepsilon/k_BT$ and $p=k_BT/d$. The integral in (3) becomes $k_BT\,I$, with

$$I=\int_{-\infty}^{\infty}\frac{e^{pz}}{1+e^z}\,dz .$$

It converges for $0<p<1$: the integrand behaves as $e^{pz}$ on the left and as $e^{-(1-p)z}$ on the right. Integrate the same function counterclockwise round a rectangle whose lower side is the real axis and whose upper side is the line $\operatorname{Im}z=2\pi$. The vertical sides vanish as they move to infinity. On the upper side the denominator is unchanged and the numerator gains $e^{2\pi ip}$; that side is traversed backwards. The one enclosed pole is at $z=i\pi$, where the derivative of the denominator is $e^{i\pi}=-1$, so the residue is $-e^{i\pi p}$. Hence

$$(1-e^{2\pi ip})\,I=-2\pi i\,e^{i\pi p}.$$

Dividing by $e^{i\pi p}$ turns the left side into $-2i\sin(\pi p)\,I$, so $I=\pi/\sin(\pi p)$. Dividing $k_BT\,I$ by the zero-temperature value $d$ gives

$$\boxed{\frac{J(T)}{J(0)}=\frac{\pi p}{\sin\pi p},\qquad p=\frac{k_BT}{d}=\frac{2\kappa k_BT}{F}} \tag{5}$$

Heating moves electrons from below the Fermi level to above it. The occupation gained at $+\varepsilon$ equals that lost at $-\varepsilon$, and the current rises because the weight $e^{\varepsilon/d}$ is larger at the higher energy.

### (b) Numbers

With $\hbar^2/2m_e=0.03810$ eV nm²,

$$\kappa=\sqrt{\frac{0.2\times2}{0.03810}}=3.240\ \text{nm}^{-1},\qquad
d=\frac{0.50}{2\times3.240}=0.0772\ \text{eV}.$$

At 300 K, $k_BT=0.02585$ eV, so $p=0.3351$ and $\pi p=1.0526$. Equation (5) gives

$$\frac{J(300\ \text{K})}{J(0)}=\frac{1.0526}{0.8687}=1.212 .$$

**The current is about 21 percent larger than at zero temperature.** The leading expansion, $1+(\pi p)^2/6=1.185$, misses part of the increase.

The exponent is $b=4(3.240)(2)/(3\times0.50)=17.28$, so $e^{-b}=3.13\times10^{-8}$. Equation (4) then gives $J(0)=0.602$ A/cm², and the thermal factor raises it to 0.730 A/cm². A direct numerical sum over metal states, with velocity, Fermi occupation and transmission (1), also gives 0.730 A/cm². That sum used the free-electron mass and a Fermi energy of 5 eV in the metal.

At 85 °C the ratio to zero temperature is 1.321. Between 300 K and 85 °C the current therefore grows by a factor of only 1.090. The exit point at the Fermi level is $\phi/F=4.0$ nm from the cathode, inside the 10 nm film, as a triangular barrier requires.

### (c) Activation energy and the high-temperature limit

The local activation energy is the negative slope of $\ln J$ against $1/k_BT$:

$$E_a=-\frac{d\ln J}{d(1/k_BT)}=k_BT\,\frac{d\ln J}{d\ln T}.$$

Because $p\propto T$, and $\ln J=\text{const}+\ln(\pi p)-\ln\sin(\pi p)$,

$$E_a=k_BT\,[\,1-\pi p\cot(\pi p)\,]. \tag{6}$$

At 300 K this is 10.3 meV. It is not a fixed barrier height: for small $p$, $\pi p\cot\pi p\simeq1-(\pi p)^2/3$, so $E_a\simeq k_BT(\pi p)^2/3$, which vanishes as $T^3$.

Equation (5) diverges as $p\to1$, here at 895 K. Above the Fermi level the integrand of (3) falls as $e^{-\varepsilon(1/k_BT-1/d)}$, and this decay is lost when $k_BT=d$. The fault lies in the linear exponent. From $G''(\phi)=1/(2\phi d)$, the next term gives

$$G\simeq b+\frac{w-\phi}{d}+\frac{(w-\phi)^2}{4\phi d},$$

and its positive quadratic part suppresses the high-energy tail.

The same term explains a small shift at 300 K. At zero temperature, put $s=w-\phi=E_t-\varepsilon$. A given $s$ can be divided between $E_t$ and $-\varepsilon$ over a range of length $s$, so

$$J(0)\propto\int_0^\infty s\,e^{-s/d}\left(1-\frac{s^2}{4\phi d}\right)ds
=d^2\left(1-\frac{3d}{2\phi}\right),$$

using $\int_0^\infty s^3e^{-s/d}ds=6d^4$. Curvature thus lowers $J(0)$ by about 6 percent; the full WKB integral gives 5 percent. The leading thermal addition is $\frac{\pi^2}{6}(k_BT)^2$ times the slope at $\varepsilon=0$ of the inner integral in (2). That slope is $D(w=\phi)=e^{-b}$, which curvature leaves alone. The relative gain therefore rises slightly, and the full WKB ratio is 1.222 instead of 1.212. At 600 K the order is reversed: the full integral gives 2.429 and formula (5) gives 2.446.

### (d) What the model leaves out

**Reflection at the metal.** WKB omits the matching of waves at the abrupt interface. Just inside the oxide the wave decays as $e^{-\kappa x}$. Let $k_m$ be the wavevector in the metal and $r=(\kappa/m)/(k_m/m_e)$. Continuity of $\psi$ and of $\psi'/\text{mass}$ gives an incident intensity $|\psi(0)|^2(1+r^2)/4$. The transmitted flux in WKB is $\hbar\kappa|\psi(0)|^2e^{-b}/m$. Dividing it by the incident flux gives

$$D=\frac{4r}{1+r^2}\,e^{-b}.$$

For normal incidence at a Fermi energy of 5 eV, $r^2=2/(0.2\times5)=2$, and the factor is 1.886. A calculation with exact Airy waves in the oxide, summed over energy and parallel momentum, gives a $J(0)$ that is 1.78 times (4), and a thermal ratio of 1.227. The absolute current changes considerably, the ratio little. This calculation has no anode. If the electrons stay coherent across the film, reflection at the anode shifts the ratio in either direction, depending on the exact thickness and on the anode metal. For thicknesses between 9 and 11 nm and an anode Fermi energy of 5 eV, the shift lies between about $-0.05$ and $+0.065$. It reaches about 0.10 for an anode Fermi energy of 3 eV and only 0.03 for 8 eV.

**Image force.** The attraction adds $-e^2/(16\pi\epsilon_0\epsilon_{\rm opt}x)$ to the barrier. With a rough optical permittivity of 4.5, numerical integration of the WKB exponent lowers it from 17.28 to 16.19, which multiplies $e^{-b}$ by 2.97. The slope $1/d$ is multiplied by the Murphy–Good function $t=1.011$, and (5) then gives 1.217. The image force matters for the current's size but barely for its relative thermal gain.

**The meaning of the mass.** If 0.2 is a mass fitted to a parabolic tunnelling exponent, the exponent $b$ above is consistent with that fit, but the slope $1/d$ still relies on the parabolic form. If it is the mass at the conduction-band edge, the decay constant deep in the gap is smaller. A two-band model with a rough gap $E_g=5.7$ eV has, at depth $u$ below the band edge,

$$\kappa(u)=\frac{1}{\hbar}\sqrt{2mu\left(1-\frac{u}{E_g}\right)} .$$

Since $G(w)=(2/F)\int_0^w\kappa(u)\,du$, the slope is still $1/d=2\kappa(\phi)/F$. Thus $d$ grows by $1/\sqrt{1-2/5.7}$ to 0.0958 eV, and formula (5) gives a ratio of only 1.131. That is 13 percent in place of 21 (the full two-band integral gives 13 to 14 percent). Among the corrections at fixed barrier and field considered here, only coherent reflection at the anode can be comparable.

**A barrier that moves with temperature.** A drop of 14.3 meV in $\phi$ at fixed field raises $J(0)$ by as much as the whole thermal factor at 300 K. An assumed drop of 50 meV would multiply the current by 1.95. A measured rise of about 20 percent therefore cannot be assigned to the Fermi distribution unless the barrier's own drift is known.

**Trapped charge.** From (4), with $b\propto1/F$, $d\ln J/d\ln F=2+b\simeq19$. A loss of 0.99 percent of the cathode field, or 0.049 MV/cm, is enough to cancel the thermal gain. Consider a sheet of trapped electrons in mid-film, of charge $\sigma$ per area, with the voltage fixed. The field jumps by $\sigma/\epsilon_0\epsilon_s$ across the sheet while its average stays the same, so the cathode field falls by half the jump. For a rough static permittivity $\epsilon_s=30$, the required charge is 0.26 µC/cm². That is 1.3 percent of a rough ferroelectric polarization of 20 µC/cm².

**Emission from traps.** Suppose electrons also escape from traps 1.2 eV deep that are positively charged when empty. Along the field the potential energy is $-C/r-Fr$, with $C=e^2/(4\pi\epsilon_0\epsilon_{\rm opt})$. Its maximum is at $r=\sqrt{C/F}$, where it equals $-2\sqrt{CF}$. The Poole–Frenkel lowering is therefore $2\sqrt{CF}=0.80$ eV, leaving an activation energy of 0.40 eV. With a fixed prefactor, emission over this lowered barrier would grow 12.3-fold from 300 K to 85 °C, against 1.090-fold for the tunnelling current from the metal.

At 5 MV/cm, however, climbing over the barrier is not the main way out of such a trap. A one-dimensional WKB estimate with the same mass gives an exponent of about 4 for tunnelling from the trap level, against $0.40/k_BT=15.5$ for the climb. Elastic escape is then nearly independent of temperature. In thick oxide the Poole–Frenkel factor applies only at much lower fields, well below 1 MV/cm for these parameters. In a 10 nm film it need not apply even then. A mid-film trap is 5 nm from an electrode, and at 0.5 MV/cm direct tunnelling to it has an exponent of about 20, against about 37 for the climb at 300 K. Lattice relaxation around the trap, left out here, can restore some temperature dependence.

**Comparison with a real capacitor.** The barrier, mass and thickness are roughly typical of ferroelectric hafnia between metal electrodes, but 5 MV/cm is high: it equals the rough breakdown field assumed here. The example therefore suits a brief pulse better than steady operation. The power density at 300 K would be 3.65 W/cm². At a lower field $d$ is smaller and the relative thermal correction larger, while the tunnelling current falls steeply. With the full WKB exponent, the growth from 300 K to 85 °C is about 1.6-fold at 2.5 MV/cm and about threefold at 2 MV/cm, where the triangular barrier just fits into the film. These two figures depend strongly on the parabolic exponent: an estimate with the two-band dispersion above lowers them to roughly 1.3 and 1.6. The small growth found above is therefore a high-field result. Real films are also polycrystalline and contain traps, so the assumptions of a uniform, fixed field and of tunnelling straight from the metal are doubtful as well. The estimates above illustrate the sensitivity: a field loss of one percent offsets the 21 percent gain.

The Murphy–Good correction therefore cannot by itself explain a leakage that rises several-fold between 300 K and 85 °C under these conditions. Such a rise calls for another cause, such as phonon-assisted emission from traps or a change in barrier or field. The temperature dependence alone does not tell which. The remaining digits are in the numerical output below.

## Computed values

```
barrier 2.0 eV; tunnelling mass 0.2 m_e
field 5.0 MV/cm = 0.50 V/nm; temperature 300 K
film thickness 10 nm; film voltage 5.0 V
tunnel exit distance 4.00 nm
hbar^2/(2 m_e) 0.03810 eV nm^2
kappa 3.2402 1/nm
energy width d 0.07716 eV; kT 0.02585 eV
p 0.3351; pi p 1.0526; sin(pi p) 0.8687
thermal ratio 1.2117; increase 21.2 percent
small-p estimate of ratio 1.1847
exponent b 17.281; exp(-b) 3.126e-08
J(0) 0.6023 A/cm2; J(300 K) 0.7298 A/cm2
J(300 K), direct state sum 0.7298 A/cm2
local activation energy 10.34 meV
temperature where p = 1: 895 K
85 C = 358.15 K: ratio to T=0 1.3213
full WKB ratio: 300 K 1.2223; 85 C 1.3364
600 K: formula 2.446; full WKB 2.429
full WKB J(0) / formula J(0) 0.9482
metal Fermi energy for Airy test 5.0 eV
Airy thermal ratio 1.2269; J(0)/formula 1.777
wave-matching factor at Fermi level 1.886
rough optical permittivity 4.5
image force: d 0.07631 eV; t 1.0111
image force: thermal ratio 1.2171
image force: exponent 16.193; exp gain 2.97
rough band gap 5.7 eV
two-band: d 0.09577 eV; thermal ratio 1.1308
two-band: exponent 15.329; exp gain 7.0
barrier drop matching thermal gain 14.3 meV
current factor for assumed 50 meV barrier drop 1.95
field loss cancelling gain 0.0493 MV/cm
same field loss 0.99 percent
rough static permittivity 30
mid-film sheet charge for that loss 0.262 uC/cm2
rough polarization 20 uC/cm2
sheet charge / polarization 1.31 percent
assumed trap depth 1.2 eV; PF lowering 0.800 eV
Poole-Frenkel activation energy 0.400 eV
300 K to 85 C growth: Poole-Frenkel 12.3
300 K to 85 C growth: tunnelling 1.090
rough breakdown field 5 MV/cm; used/rough 1.00
power density at 300 K 3.65 W/cm2
```
